# Shear viscosity of a Debye phonon gas with normal scattering

## The form of the answer

Let \(\hbar=1\) and let temperature \(T\) be an energy. A phonon branch \(\omega=ck\) whose collisions have a constant relaxation time \(\tau\) offers three quantities: \(T\), \(c\) and \(\tau\). Its thermal energy density \(E\), without zero-point energy, is a number times \(T^4/c^3\). Viscosity has the dimension of energy density times time, so \(\eta=E\tau F(T\tau)\). To first order in gradients the departure from local equilibrium is proportional to \(\tau\), hence \(F\) is a constant.

Symmetry restricts the stress as well. Let \(\Pi_{ij}\) be the flux, along direction \(j\), of component \(i\) of crystal momentum:

\[
\Pi_{ij}=\int_k k_i v_j\,n,\qquad \int_k\equiv\int\frac{d^3k}{(2\pi)^3}.
\]

Here \(n\) is the occupation, \(\mathbf v=c\,\mathbf s\) the group velocity and \(\mathbf s=\mathbf k/k\). Since \(\mathbf v\parallel\mathbf k\), \(\Pi_{ij}\) is symmetric. Its trace is \(\int_k\omega n\), the energy density, so a correction that leaves the energy density unchanged is traceless. In an isotropic medium, the viscous stress linear in the gradients of a drift velocity \(\mathbf u\) must therefore be

\[
-\eta\left(\partial_iu_j+\partial_ju_i-\tfrac23\delta_{ij}\nabla\!\cdot\!\mathbf u\right).
\]

There is no bulk viscosity. What remains is one number, \(\eta/(E\tau)\).

## Theorem

**Assumptions.**

1. There is one isotropic branch \(\omega=ck\), and \(T\) is far below the Debye temperature, so \(k\) may run to infinity.
2. Normal collisions act through
\[
\partial_tn+\mathbf v\cdot\nabla n=-\frac{n-n_d}{\tau},\qquad
n_d=\frac1{e^{(\omega-\mathbf k\cdot\mathbf u)/T}-1},
\]
with constant \(\tau\). The local \(T\) and \(\mathbf u\) are fixed by requiring \(n\) and \(n_d\) to carry equal energy and crystal momentum. Collisions then conserve both.
3. There is no resistive scattering.
4. The state is close to uniform equilibrium at rest, with \(|\mathbf u|\ll c\), and varies little over a length \(c\tau\) or a time \(\tau\). Products of \(\mathbf u\) and temperature variations, and second derivatives in \(n\), are dropped.

**Claim.** The momentum flux is

\[
\Pi_{ij}=\frac E3\delta_{ij}-\eta\left(\partial_iu_j+\partial_ju_i-\tfrac23\delta_{ij}\nabla\!\cdot\!\mathbf u\right),\qquad
\boxed{\eta=\tfrac4{15}E\tau}.
\]

If the branch is instead cut off at a Debye frequency \(\omega_D\), with the other assumptions kept, then \(\eta=CT\tau/15\), where \(C=dE/dT\) is the heat capacity per volume.

## Lemma 1: equilibrium integrals

Let \(n_0=1/(e^{\omega/T}-1)\) and \(n_0'=dn_0/d\omega<0\). Then

\[
CT=\int_k\omega^2(-n_0'),\qquad
\mathbf p=\rho\mathbf u,\quad \rho=\frac{CT}{3c^2},
\]

where \(\mathbf p\) is the crystal-momentum density. The equilibrium momentum flux is \(E\delta_{ij}/3\), and the energy flux is \(c^2\mathbf p\). Without a cutoff, \(CT=4E\).

**Proof.** Because \(n_0\) depends on \(\omega/T\), \(\partial n_0/\partial T=-(\omega/T)n_0'\). Differentiating \(E=\int_k\omega n_0\) gives the first relation.

To first order in the drift, \(n_d=n_0-n_0'\,\mathbf k\cdot\mathbf u\). The first term carries no momentum. With the angular average \(\langle s_is_j\rangle=\delta_{ij}/3\), the second gives

\[
p_i=\int_kk_ik_j(-n_0')u_j=\frac{u_i}{3}\int_kk^2(-n_0')=\frac{CT}{3c^2}u_i .
\]

Similarly, \(\int_kk_iv_jn_0=\int_k\omega s_is_jn_0=E\delta_{ij}/3\). The part of \(n_d\) linear in \(\mathbf u\) is odd in \(\mathbf k\) and does not contribute to this flux. The energy flux is \(\int_k\omega\mathbf v n=c^2\int_k\mathbf k n=c^2\mathbf p\), for any \(n\).

For the last relation, use \(d^3k=4\pi k^2dk\) and integrate by parts up to \(\omega_D\):

\[
CT=\frac1{2\pi^2c^3}\int_0^{\omega_D}\omega^4(-n_0')\,d\omega
=4E-\frac{\omega_D^4n_0(\omega_D)}{2\pi^2c^3}.
\]

The lower boundary term vanishes because \(\omega^4n_0\to T\omega^3\). The upper one vanishes when \(\omega_D\to\infty\). \(\square\)

In that limit, expanding \(1/(e^x-1)=\sum_{m\ge1}e^{-mx}\) gives \(\int_0^\infty x^3dx/(e^x-1)=6\sum m^{-4}=\pi^4/15\), and so

\[
E=\frac{T^4}{2\pi^2c^3}\,\frac{\pi^4}{15}=\frac{\pi^2T^4}{30c^3}.
\]

## Lemma 2: time derivatives at lowest order

\[
\partial_tT=-\frac T3\nabla\!\cdot\!\mathbf u,\qquad
\partial_t\mathbf u=-\frac{c^2}{T}\nabla T .
\]

**Proof.** Multiply the kinetic equation by \(\omega\) or \(k_i\) and integrate. The collision term vanishes by assumption 2, leaving \(\partial_tE+c^2\nabla\cdot\mathbf p=0\) and \(\partial_tp_i+\partial_j\Pi_{ij}=0\). Insert Lemma 1 and drop products of small quantities:

\[
C\,\partial_tT+\frac{CT}{3}\nabla\!\cdot\!\mathbf u=0,\qquad
\frac{CT}{3c^2}\partial_tu_i=-\frac13\partial_iE=-\frac C3\partial_iT .
\]

Division by the prefactors gives the claim. \(\square\)

## Lemma 3: first correction to the occupation

\[
n_1=\tau n_0'\,\omega\left(s_is_j-\tfrac13\delta_{ij}\right)\partial_ju_i .
\]

**Proof.** Write \(n=n_d+n_1\). On the left of the kinetic equation \(n_1\) would produce second derivatives, so \(n_1=-\tau Dn_d\) with \(D=\partial_t+\mathbf v\cdot\nabla\). From \(n_d=n_0-n_0'\mathbf k\cdot\mathbf u\),

\[
Dn_d=-n_0'\left[\frac\omega T\,DT+k_i\,Du_i\right].
\]

With Lemma 2 the bracket is

\[
-\frac\omega3\nabla\!\cdot\!\mathbf u+\frac{\omega c}{T}\,\mathbf s\cdot\nabla T-\frac{kc^2}{T}\,\mathbf s\cdot\nabla T+kc\,s_is_j\partial_ju_i .
\]

Since \(kc=\omega\), the two temperature-gradient terms cancel at every \(\mathbf k\). The first and last terms combine to \(\omega(s_is_j-\delta_{ij}/3)\partial_ju_i\), and \(n_1=-\tau Dn_d\) has the stated sign. This \(n_1\) carries no energy, because its angular average is zero, and no momentum, because it is even in \(\mathbf k\). It therefore respects the matching conditions. \(\square\)

The sign has a direct meaning. Let \(u_x\) increase with \(y\). Phonons moving towards \(+y\) come from a region of smaller drift, so those with \(s_x>0\) are too few: \(n_1<0\) where \(s_xs_y>0\). Crystal momentum flows from fast to slow regions, and \(\eta>0\).

## Proof of the theorem

The average \(\langle s_is_js_ls_m\rangle\) is isotropic and symmetric in all indices, so it equals \(A(\delta_{ij}\delta_{lm}+\delta_{il}\delta_{jm}+\delta_{im}\delta_{jl})\). Setting \(i=j\), \(l=m\) and summing gives \(1=A(9+3+3)\), hence \(A=1/15\). The stress from \(n_1\) is

\[
\begin{aligned}
\int_k\omega s_is_jn_1
&=-\tau CT\left\langle s_is_j\left(s_ls_m-\tfrac13\delta_{lm}\right)\right\rangle\partial_mu_l\\
&=-\tau CT\left[\frac{\delta_{ij}\nabla\!\cdot\!\mathbf u+\partial_ju_i+\partial_iu_j}{15}-\frac{\delta_{ij}\nabla\!\cdot\!\mathbf u}{9}\right].
\end{aligned}
\]

As \(\tfrac1{15}-\tfrac19=-\tfrac2{45}=-\tfrac1{15}\cdot\tfrac23\), this is the viscous stress of the claim with \(\eta=CT\tau/15\). Without a cutoff \(CT=4E\), which gives \(\eta=4E\tau/15\). \(\square\)

As a numerical test, the full drifting distribution was differentiated by finite differences and the stress integrated over \(\mathbf k\), for \(T=0.7\), \(c=1.3\), \(\tau=2.1\) and a velocity gradient containing shear and expansion. The result is \(\eta/(E\tau)=0.266667\), which agrees with \(4/15\).

## Remark 1: where the factor 4/15 fails

The ratio of the true viscosity to \(4E\tau/15\), with \(E\) the energy density of the cut-off branch, is \(CT/(4E)\). It is 0.98 at one tenth of the Debye temperature, 0.78 at one fifth, 0.47 at one half and 0.35 at the Debye temperature itself. In the classical limit \(n_0\to T/\omega\), so \(E\) is the number of modes per volume times \(T\). Then \(CT=E\), and \(\eta\to E\tau/15\).

## Remark 2: a relaxation time that varies with frequency

Suppose \(\tau\) depends on \(\omega\), and \(T\) and \(\mathbf u\) are chosen so that the collision term still conserves energy and momentum. Lemmas 2 and 3 hold with \(\tau(\omega)\) in \(n_1\), and

\[
\eta=\frac1{15}\int_k\tau(\omega)\,\omega^2(-n_0').
\]

Without a cutoff, the weight in \(x=\omega/T\) is \(x^4e^x/(e^x-1)^2\), whose mean is \(\bar x=4.79\). Let \(\tau\) be the relaxation time at this mean energy. Then \(\eta\) is \(4E\tau/15\) times 1.33 if \(\tau(\omega)\propto1/\omega\), and times 2.91 if \(\tau(\omega)\propto1/\omega^2\). The factor is the weighted mean of \(\tau(\omega)\) divided by its value at the mean energy, so it is at least 1 whenever \(\tau(\omega)\) is convex: it equals 1 for \(\tau\propto\omega\) and 1.23 for \(\tau\propto\omega^2\).

## Corollary: decay of a transverse drift wave

The kinematic viscosity is

\[
\nu=\frac\eta\rho=\frac{CT\tau}{15}\cdot\frac{3c^2}{CT}=\frac{c^2\tau}5 ,
\]

with or without a cutoff. Let \(u_y\propto e^{iqx-\Gamma t}\) at uniform \(T\). Momentum conservation, \(\rho\,\partial_tu_y=\eta\,\partial_x^2u_y\), gives \(\Gamma=\nu q^2=K^2/(5\tau)\) with \(K=qc\tau\).

The kinetic equation supplies the next term. Write the deviation from \(n_0\) as \(-n_0'k\,g(\mathbf s)e^{iqx-\Gamma t}\) and the drift amplitude as \(U\). Then

\[
(-\Gamma+iqcs_x)g=-\frac{g-s_yU}{\tau}
\;\Rightarrow\;
g=\frac{s_yU}{\sigma+iKs_x},\quad\sigma=1-\Gamma\tau .
\]

Equal momentum in \(n\) and \(n_d\) requires \(\langle s_yg\rangle=U/3\). The other matching conditions hold because \(g\) is odd in \(s_y\). Averaging \(s_y^2\) about the \(x\) axis gives \((1-\mu^2)/2\), with \(\mu=s_x\), so

\[
1=\frac34\int_{-1}^1\frac{1-\mu^2}{\sigma+iK\mu}\,d\mu .
\]

With this weight the means are \(\overline{\mu^2}=\tfrac34(\tfrac23-\tfrac25)=\tfrac15\) and \(\overline{\mu^4}=\tfrac34(\tfrac25-\tfrac27)=\tfrac3{35}\). Odd powers vanish. Expanding in \(K\) and multiplying by \(\sigma\),

\[
\sigma=1-\frac{K^2}{5\sigma^2}+\frac{3K^4}{35\sigma^4}+\dots
\]

Now insert \(\sigma^{-2}=1+\tfrac25K^2+\dots\) in the second term. The coefficient of \(K^4\) is \(-\tfrac2{25}+\tfrac3{35}=\tfrac1{175}\), and therefore

\[
\Gamma\tau=\frac{K^2}5-\frac{K^4}{175}+O(K^6).
\]

Diagonalizing the transport operator on a grid of directions at \(K=0.2\) gives \((K^2/5-\Gamma\tau)/K^4=0.00568\), against \(1/175=0.00571\). The relative error of the viscous law is about \(K^2/35\), small even for moderate \(K\).

Resistive scattering that relaxes \(n\) to \(n_0\) at rate \(1/\tau_R\) adds \(g/\tau_R\) to the left side of the equation for \(g\). This replaces \(\Gamma\) by \(\Gamma-1/\tau_R\), so the decay rate rises by \(1/\tau_R\). Viscous decay dominates if \(K^2/5\gg\tau/\tau_R\), while hydrodynamics needs \(K\ll1\):

\[
\sqrt{5\tau/\tau_R}\ll K\ll1 .
\]

## Worked example

Take \(T=15\) K, \(c=36\) Å/ps and \(\tau=10^5\) ps. With \(k_BT=1.2926\times10^{-3}\) eV and \(\hbar\) restored,

\[
E=\frac{\pi^2(k_BT)^4}{30(\hbar c)^3}=6.90\times10^{-8}\ \text{eV/Å}^3,
\]

\[
\eta=\tfrac4{15}(6.90\times10^{-8})(10^5)=1.84\times10^{-3}\ \text{eV ps/Å}^3,
\]

or \(2.9\times10^{-4}\) Pa s. The kinematic viscosity is \(36^2\times10^5/5=2.59\times10^7\) Å²/ps.

A drift wave of length \(4\times10^7\) Å has \(K=2\pi(3.6\times10^6)/(4\times10^7)=0.5655\). Its viscous decay rate is \(0.5655^2/(5\times10^5)=6.40\times10^{-7}\) per ps. The kinetic operator gives \(6.34\times10^{-7}\) per ps, lower by 0.9 percent, as \(K^2/35\) predicts.

For a drift amplitude of \(0.01c=0.36\) Å/ps, the heat flux amplitude is \(\tfrac43Eu=3.3\times10^{-8}\) eV/(Å² ps). The shear stress amplitude is \(\eta qu=1.0\times10^{-10}\) eV/Å³, about 0.5 percent of the phonon pressure \(E/3\). The momentum density departs from linearity in \(u\) by 0.03 percent.

## Comparison with real crystals and chips

These values are meant for the regime of pure sodium fluoride near 15 K, where second sound is seen. The speed, elastic constants and relaxation times are rough typical values, and the relaxation times are the least certain. Several assumptions fail there to different degrees.

- **Resistive scattering.** For \(\tau_R=5\times10^6\) ps the resistive rate is 0.31 of the viscous one. The window above is \(0.32\ll K\ll1\), which is narrow, and this wave lies inside it without satisfying either inequality strongly. The wavelength is 4 mm and \(c\tau_R\) is 18 mm, so in a crystal a few millimetres across the walls, which the model leaves out, also remove momentum.
- **Frequency dependence.** The factors 1.33 and 2.91 of Remark 2 are limits for long waves. For \(\tau(\omega)\propto1/\omega^2\) the limit is approached slowly, with a relative correction that falls only as \(\sqrt K\). For \(\tau(\omega)\propto1/\omega^2\), phonons below \(4.79\sqrt{0.566}\,k_BT=3.6\,k_BT\) have \(qc\tau(\omega)>1\) in the present wave, so the gradient expansion fails for them and the factor 2.91 does not apply to this wave. Solving the kinetic equation at \(K=0.566\) gives a decay rate of 1.24 times \(K^2/(5\tau)\) for \(\tau\propto1/\omega^2\), and 1.15 rather than 1.33 times for \(\tau\propto1/\omega\).
- **Three branches and anisotropy.** For flow along \(x\) varying along \(y\), repeating Lemma 3 gives \(\eta=\tau\sum\int_k(k_xv_y)^2(-n_0')\), summed over branches. With a common \(\tau\) and cubic moduli \(C_{11},C_{12},C_{44}=100,25,28\) GPa at density 2800 kg/m³, \(\eta\) is 3.1 times the single-branch value for flow along a cube axis varying along another. It is 2.6 times that value for flow along a face diagonal varying along the perpendicular one in the same face. The drift mass density also grows, by a factor of 3.0, so \(\nu\) changes by +2 and −13 percent. These shifts depend on the reference speed of 36 Å/ps and on the rough moduli: a reference speed of 35 Å/ps gives +8 and −8 percent, and moduli of 108.5, 22.9, 29.0 GPa at 2850 kg/m³ give +13 and −8.5 percent.
- **Lattice dispersion.** For a lattice edge of 4.6 Å, the mean phonon in the viscosity integral lies at 0.19 of the Debye wavenumber. A sine-shaped band ending at the Debye wavenumber would lower its group speed by 5 percent; integrated over the band, it raises \(\eta\) by 2 percent and \(\rho\) by 19 percent, so \(\nu\) falls by 14 percent. The cutoff itself changes \(CT/(4E)\) by less than one part in a million.

In chips the conditions are different. A silicon-like acoustic branch with speed 60 Å/ps and lattice edge 5.4 Å has four primitive cells per cube of edge \(a\), so its Debye temperature in this model is \(\hbar c(24\pi^2/a^3)^{1/3}/k_B=525\) K. At 300 K, \(CT/(4E)=0.44\), so \(4E\tau/15\) would overestimate the model viscosity by a factor of 2.3 if \(E\) is the energy density of the cut-off branch, and by a factor of about 17 if \(E\) is taken from the low-temperature formula \(\pi^2T^4/(30c^3)\). That correction does not make silicon hydrodynamic: at room temperature its resistive phonon scattering is strong, contrary to assumption 3. In a thin layer, the viscous description also requires the thickness to be much larger than \(c\tau\). The further quantities of the example are in the numerical output.

## Calculated quantities

```
test: eta/(E tau) from k integration = 0.266667
test: 4/15 = 0.266667
test: K^4 coefficient of decay = 0.00568; 1/175 = 0.00571
temperature = 15 K
thermal energy k_B T = 1.2926e-03 eV
sound speed c = 36 A/ps
normal relaxation time tau = 1.0e+05 ps
mean free path c tau = 3.60e+06 A
energy density E = 6.9029e-08 eV/A^3
viscosity eta = 1.8408e-03 eV ps/A^3
viscosity eta = 2.949e-04 Pa s
drift mass density rho = 7.1017e-11 eV ps^2/A^5
kinematic viscosity = 2.5920e+07 A^2/ps
drift wavelength = 4.0e+07 A
K = q c tau = 0.5655
decay rate, viscosity formula = 6.3955e-07 1/ps
decay rate, kinetic operator = 6.3394e-07 1/ps
viscous decay time = 1.564e+06 ps
drift speed amplitude u = 0.36 A/ps
heat flux amplitude 4Eu/3 = 3.313e-08 eV/(A^2 ps)
shear stress amplitude eta q u = 1.041e-10 eV/A^3
neglected: resistive time = 5.0e+06 ps
neglected: resistive/viscous decay = 0.313
neglected: Debye temperature of branch = 370 K
neglected: 1 - CT/(4E) at 15 K = 2.8e-07
mean phonon energy in viscosity / k_B T = 4.790
its wavenumber / Debye wavenumber = 0.194
group speed / c there, sine band = 0.954
eta factor if tau ~ 1/omega = 1.330
eta factor if tau ~ 1/omega^2 = 2.906
momentum excess at u = 0.01 c = 3.0e-04
momentum excess at u = 0.1 c = 0.0306
cubic moduli C11, C12, C44 = (100.0, 25.0, 28.0) GPa
crystal mass density = 2800 kg/m^3
3 branches: eta factor, cube-axis flow = 3.067
3 branches: eta factor, face-diagonal flow = 2.610
3 branches: drift mass factor = 3.016
3 branches: eta/rho factor, cube axis = 1.017
3 branches: eta/rho factor, diagonal = 0.866
CT/(4E) at T/Debye = 0.05: 1.0000
CT/(4E) at T/Debye = 0.10: 0.9824
CT/(4E) at T/Debye = 0.20: 0.7837
CT/(4E) at T/Debye = 0.50: 0.4678
CT/(4E) at T/Debye = 1.00: 0.3528
silicon-like branch: speed = 60 A/ps
silicon-like branch: lattice edge = 5.4 A
silicon-like branch: Debye temperature = 525 K
silicon-like CT/(4E) at 300 K = 0.439
```
